# Lateral Diffusion Loss of Uniform Trapped Charge Under a Gate, part 1

(Sections cited here and not found follow in the second part.)

## The exact remaining fraction and its limits

### Result

Electrons fill the nitride uniformly under a gate of length $L$ at time $t=0$, and then diffuse sideways along an unbounded nitride layer with constant diffusivity $D$. The fraction still located under the gate at time $t$ is

$$
F=\operatorname{erf}(a)-\frac{1-e^{-a^2}}{a\sqrt{\pi}},\qquad a=\frac{L}{2\sqrt{Dt}}. \tag{1}
$$

As long as the diffusion length $\sqrt{Dt}$ is short compared with $L$, the loss is

$$
1-F\simeq\frac{2}{L}\sqrt{\frac{Dt}{\pi}} . \tag{2}
$$

The right side of (2) exceeds the exact diffusive loss at every $t>0$, and the excess is exponentially small at early times.

### Model and conventions

Let $x$ run along the nitride, with the gate covering $|x|<L/2$. The density $n(x,t)$ is the number of electrons per unit area, already summed through the thickness of the film, and it does not vary along the gate's width. Initially

$$
n(x,0)=\begin{cases} n_0, & |x|<L/2,\\ 0, & |x|>L/2 .\end{cases} \tag{3}
$$

Four assumptions define the model. The diffusivity is the same everywhere and at all times. No electric field pushes the electrons sideways. No electron leaves the film vertically. The nitride beyond the gate is empty and has no end. The second half of this section estimates what happens when several of these assumptions fail.

The total charge is conserved in this model. "Loss" therefore means that an electron has moved out from under the gate, not that it has left the nitride.

Electrons are neither created nor destroyed, so a change of density in an interval comes from the difference of the fluxes at its ends: $\partial n/\partial t=-\partial J/\partial x$. Fick's law gives the flux toward positive $x$ as $J=-D\,\partial n/\partial x$. Together,

$$
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}. \tag{4}
$$

No fundamental constant appears in (4), so the algebra reads the same in atomic units, where $D$ is counted in $\hbar/m_e$, as in nanometres and seconds.

### Spreading of a point source

Let $G(x,t)$ be the solution of (4) that starts as a unit point source at $x=0$. Write it as a Fourier integral,

$$
G(x,t)=\frac{1}{2\pi}\int_{-\infty}^{\infty}\hat G(k,t)\,e^{ikx}\,dk .
$$

Two derivatives in $x$ multiply each component by $-k^2$, so (4) becomes $\partial\hat G/\partial t=-Dk^2\hat G$. A unit point source has $\hat G(k,0)=1$, hence $\hat G=e^{-Dk^2t}$. To do the integral, complete the square in the exponent:

$$
-Dtk^2+ikx=-Dt\left(k-\frac{ix}{2Dt}\right)^2-\frac{x^2}{4Dt}. \tag{5}
$$

Expanding the square confirms this: the cross term is $+ikx$, and the constant $+x^2/(4Dt)$ is cancelled by the last term. The integrand is analytic and vanishes rapidly for large real part of $k$, so the path may be shifted by the imaginary constant. What remains is the Gaussian integral $\int e^{-Dtk^2}dk=\sqrt{\pi/(Dt)}$, and

$$
G(x,t)=\frac{1}{\sqrt{4\pi Dt}}\,e^{-x^2/(4Dt)} . \tag{6}
$$

Its integral over all $x$ is 1, as conservation requires. Read as a probability density, $G(X,t)$ describes the displacement $X$ of one electron during the time $t$.

### Density profile

Equation (4) is linear, so the solution for (3) is the sum of point sources at all starting positions $y$ under the gate:

$$
n(x,t)=n_0\int_{-L/2}^{L/2}G(x-y,t)\,dy=n_0\int_{x-L/2}^{x+L/2}G(u,t)\,du , \tag{7}
$$

with $u=x-y$. The error function is $\operatorname{erf}(z)=(2/\sqrt\pi)\int_0^z e^{-s^2}ds$. Setting $u=\sqrt{4Dt}\,s$ gives $G\,du=e^{-s^2}ds/\sqrt\pi$, so that $\int_0^z G\,du=\tfrac12\operatorname{erf}(z/\sqrt{4Dt})$. Because erf is odd,

$$
n(x,t)=\frac{n_0}{2}\left[\operatorname{erf}\frac{L/2-x}{\sqrt{4Dt}}+\operatorname{erf}\frac{L/2+x}{\sqrt{4Dt}}\right]. \tag{8}
$$

At the edge $x=L/2$ the first term vanishes and the second has argument $L/\sqrt{4Dt}=a$, so the edge density is $\tfrac12 n_0\operatorname{erf}(a)$. It drops at once to almost $n_0/2$ and stays there while $a$ is large. Each edge then behaves as if the other did not exist.

### Average over the gate

The remaining fraction is the charge under the gate divided by its initial value $n_0L$:

$$
F=\frac1L\int_{-L/2}^{L/2}dx\int_{-L/2}^{L/2}dy\;G(x-y,t). \tag{9}
$$

Use the displacement $X=x-y$ in place of $x$. For a given $X$, the integrand does not depend on $y$, and the $y$ integral merely measures how many starting points lie under the gate and also end under it. These are the points common to the gate and to the gate shifted by $-X$. Two intervals of length $L$ shifted by $|X|$ share a length $L-|X|$ if $|X|<L$, and nothing otherwise. Hence

$$
F=\int_{-L}^{L}\left(1-\frac{|X|}{L}\right)G(X,t)\,dX . \tag{10}
$$

The Gaussian form of $G$ was not used in this step. Equation (10) holds for any distribution of displacements that is independent of the starting point, and it will serve again for discrete hops.

The integrand is even in $X$, so (10) is twice the integral from 0 to $L$. With $X=\sqrt{4Dt}\,s$, the upper limit becomes $a$ and $X/L$ becomes $s/a$:

$$
F=\frac{2}{\sqrt\pi}\int_0^a\left(1-\frac sa\right)e^{-s^2}ds
=\operatorname{erf}(a)-\frac{2}{a\sqrt\pi}\int_0^a s\,e^{-s^2}ds . \tag{11}
$$

The last integral is elementary, since $s\,e^{-s^2}$ is the derivative of $-\tfrac12e^{-s^2}$; it equals $\tfrac12(1-e^{-a^2})$. Inserting it gives (1). Direct numerical evaluation of the double integral (9) at $Dt/L^2=0.01$, $0.1$, $1$ and $10$ agrees with (1) to better than $10^{-8}$.

### Early loss and its remainder

Let $\operatorname{erfc}(z)=1-\operatorname{erf}(z)$. Replacing each erf in (8) by $1-\operatorname{erfc}$ gives, at any point under the gate,

$$
n_0-n=\frac{n_0}{2}\left[\operatorname{erfc}\frac{L/2-x}{\sqrt{4Dt}}+\operatorname{erfc}\frac{L/2+x}{\sqrt{4Dt}}\right]. \tag{12}
$$

The missing density is a sum of two depletion profiles, one from each edge. Both contribute equally to the integral over the gate. With $s$ the distance from the relevant edge in units of $\sqrt{4Dt}$,

$$
1-F=\frac{1}{n_0L}\cdot2\cdot\frac{n_0}{2}\sqrt{4Dt}\int_0^a\operatorname{erfc}(s)\,ds
=\frac1a\int_0^a\operatorname{erfc}(s)\,ds . \tag{13}
$$

Now extend the integral to infinity and subtract the added part. Integration by parts, with $d\operatorname{erfc}(s)/ds=-(2/\sqrt\pi)e^{-s^2}$, gives

$$
\int_0^\infty\operatorname{erfc}(s)\,ds=\Big[s\operatorname{erfc}(s)\Big]_0^\infty+\frac{2}{\sqrt\pi}\int_0^\infty s\,e^{-s^2}ds=\frac1{\sqrt\pi}. \tag{14}
$$

The boundary term vanishes at both ends. Since $1/(a\sqrt\pi)=2\sqrt{Dt/\pi}/L$, the exact loss is

$$
1-F=\frac2L\sqrt{\frac{Dt}{\pi}}-R,\qquad R=\frac1a\int_a^\infty\operatorname{erfc}(s)\,ds . \tag{15}
$$

The first term is (2). The remainder $R$ has a plain meaning: it is the part of each edge's depletion profile that would reach beyond the opposite edge, where there was no charge to remove.

The integrand in $R$ is positive, so $R>0$ and (2) is an upper bound on the diffusive loss. To bound $R$ from above, note that $u/s\geq1$ for $u\geq s$, and therefore

$$
\operatorname{erfc}(s)=\frac2{\sqrt\pi}\int_s^\infty e^{-u^2}du<\frac2{\sqrt\pi}\int_s^\infty\frac us\,e^{-u^2}du=\frac{e^{-s^2}}{s\sqrt\pi}. \tag{16}
$$

In the integral for $R$ we have $s\geq a$, so $1/s\leq s/a^2$. Using this after (16),

$$
0<R<\frac{1}{a^3\sqrt\pi}\int_a^\infty s\,e^{-s^2}ds=\frac{e^{-a^2}}{2\sqrt\pi\,a^3}. \tag{17}
$$

Relative to the leading term $1/(a\sqrt\pi)$, the error is below $e^{-a^2}/(2a^2)$. There is no correction in powers of $t$: the first sign of a finite gate length is the factor $e^{-L^2/(4Dt)}$.

### The same law from the edge flux

The factor 2 in (2) counts the two edges. Differentiating (7) with respect to its limits gives $\partial n/\partial x=n_0[G(x+L/2)-G(x-L/2)]$. At $x=L/2$ the outward flux is

$$
J=-D\frac{\partial n}{\partial x}=n_0D\,[G(0)-G(L)]=n_0D\,\frac{1-e^{-L^2/(4Dt)}}{\sqrt{4\pi Dt}} . \tag{18}
$$

While the exponential is negligible, $J=\tfrac12n_0\sqrt{D/(\pi t)}$. Its time integral from 0 to $t$ is $n_0\sqrt{Dt/\pi}$ per edge, since $\int_0^t t'^{-1/2}dt'=2\sqrt t$. Two edges, divided by $n_0L$, reproduce (2).

The flux also checks (1) at all times. Differentiating (1), the two terms in $e^{-a^2}$ that carry no power of $a$ cancel, leaving

$$
\frac{dF}{da}=\frac{1-e^{-a^2}}{a^2\sqrt\pi},\qquad \frac{da}{dt}=-\frac{a}{2t}. \tag{19}
$$

Their product is $-(1-e^{-a^2})/(2at\sqrt\pi)$. With $1/(2at)=\sqrt{D/t}/L$, this equals $-2J/(n_0L)$, as it must. Because $dF/da>0$, the fraction $F$ falls steadily with time.

The flux in (18) diverges as $t\to0$. This is a property of the continuum with a perfectly sharp initial edge, and a finite hop length removes it, as shown in the second half.

### Late times and the range of the early law

For small $a$, the series $\operatorname{erf}(a)=(2/\sqrt\pi)(a-a^3/3+\dots)$ and $1-e^{-a^2}=a^2-a^4/2+\dots$ give

$$
F=\frac{a}{\sqrt\pi}\left(1-\frac{a^2}{6}+\dots\right)\simeq\frac{L}{2\sqrt{\pi Dt}} . \tag{20}
$$

The charge then looks like a spread point source of strength $n_0L$, and the gate sees its nearly flat top.

The following values locate the transition.

| $\sqrt{Dt}/L$ | exact loss | early law |
|---|---|---|
| 0.1 | 0.1128 | 0.1128 |
| 0.2 | 0.2256 | 0.2257 |
| 0.3 | 0.3359 | 0.3385 |
| 0.5 | 0.5139 | 0.5642 |
| 1.0 | 0.7291 | 1.1284 |
| 3.0 | 0.9064 | 3.3851 |

At $\sqrt{Dt}=0.3L$ the early law is 0.8% above the exact loss, relative to the latter; at $0.5L$ it is 10% above. Half the charge has gone at $\sqrt{Dt}=0.481L$. The early law would place this point at $\sqrt\pi L/4=0.443L$, which corresponds to a time about 15% too short. Beyond $\sqrt{Dt}=\sqrt\pi L/2$ it predicts a loss above 100% and has no meaning.

## Trap hopping, a storage cell and the neglected effects

### Quantities carried over

The gate has length $L$, the initial sheet density is $n_0$, the diffusivity is $D$, and $a=L/(2\sqrt{Dt})$. The remaining fraction $F$ is given by (1). The loss is given by (2) up to the remainder $R$, which obeys (17). For any distribution of displacements $X$ that does not depend on the starting point, $F$ is the average of $1-|X|/L$ over displacements with $|X|<L$, according to (10).

### Diffusivity from thermal hops

In a simple picture of the nitride, each electron sits in a trap of depth $E$ below the conduction band. It is released at the rate

$$
\Gamma=\nu\,e^{-E/(kT)}, \tag{21}
$$

where $\nu$ is the attempt rate, $k$ is Boltzmann's constant and $T$ is the temperature. It is then caught again at a distance $b$, in one of six perpendicular directions with equal probability.

One hop changes $x$ by $+b$ or $-b$ with probability $1/6$ each, and leaves $x$ unchanged with probability $2/3$. The mean square change is $b^2/3$. Hops are independent and have zero mean, so cross terms vanish, and after an average of $\Gamma t$ hops $\langle X^2\rangle=\Gamma t\,b^2/3$. The Gaussian (6) has

$$
\langle X^2\rangle=\frac{4Dt}{\sqrt\pi}\int_{-\infty}^{\infty}s^2e^{-s^2}ds=2Dt , \tag{22}
$$

because the integral equals $\sqrt\pi/2$. Equating the two results,

$$
D=\frac{\Gamma b^2}{6}. \tag{23}
$$

The factor 6 assumes that each vertical direction is as likely as each lateral one. In a film only a few hop lengths thick this is doubtful. If the same total rate were shared by the four lateral directions alone, $D$ would be $\Gamma b^2/4$, and the early loss would be larger by $\sqrt{3/2}=1.22$.

### Worked example

The case is a charge-trap cell of vertical NAND type, in which the silicon nitride runs continuously from one gate to the next. The parameters are rough typical values: $L=30$ nm, gate pitch 50 nm, $E=1.45$ eV, $b=2.5$ nm, $\nu=10^{13}\ \mathrm{s^{-1}}$, and storage for ten years, or $3.154\times10^8$ s, at 358 K.

At this temperature $kT=0.03085$ eV and $E/(kT)=47.0$. Equation (21) gives $\Gamma=3.87\times10^{-8}\ \mathrm{s^{-1}}$, and (23) gives

$$
D=\frac{(3.87\times10^{-8}\ \mathrm{s^{-1}})(2.5\ \mathrm{nm})^2}{6}=4.03\times10^{-8}\ \mathrm{nm^2/s}, \tag{24}
$$

or $4.03\times10^{-22}\ \mathrm{cm^2/s}$. Then $Dt=12.7\ \mathrm{nm^2}$ and $\sqrt{Dt}=3.57$ nm. The early law gives

$$
1-F\simeq\frac{2\times3.565}{30\times1.772}=0.134 . \tag{25}
$$

Here $a=4.21$, and the exact loss is smaller by only $7\times10^{-11}$. For this cell the distinction between (1) and (2) is immaterial; the doubts lie in the physical assumptions.

Solving (2) for the time at which a small fraction $f$ is lost gives

$$
t_f=\frac{\pi f^2L^2}{4D} . \tag{26}
$$

For $f=0.1$ this is 5.6 years; the discrete hops treated below give 6.2 years. Half the charge is lost at $(0.481L)^2/D$, or about 164 years. At fixed $D$ and $f$, (26) says that a gate of half the length reaches the same fractional loss in a quarter of the time. This holds only if each electron still makes many hops in that time. Here it makes only a few, and with discrete hops a 15 nm gate loses 10% in 2.1 years, about a third of the time for 30 nm.

For pure sideways diffusion, the exact remaining fraction and its early square-root law are now established, and the example cell loses about 13.4% of its charge in ten years at 358 K. It remains to examine the sensitivity to temperature and trap depth, and to estimate the effects of self-repulsion, discrete hops, neighbouring gates, tunnelling and filled traps.

All numerical values are calculated from the stated model.
